**Half-wave voltage of a longitudinal KDP Pockels cell**

For light and static field along the optic axis, the half-wave voltage is $V_\pi=\lambda/(2n_o^3r_{63})$, where $\lambda$ is the vacuum wavelength, $n_o$ the ordinary index and $r_{63}$ the electro-optic coefficient. The program averages random tensors over the operations of $\bar{4}2m$ and asserts that a field along the axis gives no first-order change except in the $xy$ element, and no second-order birefringence on axis. It then inverts the full impermeability tensor, propagates the polarization and finds the half-wave voltage by root search. The searches for lengths of 5, 20 and 50 mm, and for one non-uniform field, must agree with the formula to one part in a million; all print 8.724 kV. Further assertions cover the sine-squared transmission at four voltages and the error of the linear index formula. For beams tilted by 2 mrad towards either induced axis, the voltage shift found from Maxwell's equations must match the small-angle law to 0.1 % of the shift. The output also gives estimates, from rough material values, for clamping, temperature drift, air breakdown and surface reflection.

## Numerical verification

```python
"""
Longitudinal KDP Pockels cell: light and static field both along the optic axis z.
Result under test: V_half = wavelength / (2 n_o^3 r63), independent of length.
n_o, n_e : ordinary and extraordinary index;  r63 : Pockels coefficient (m/V)
eta      : impermeability tensor (inverse relative permittivity), eta_xy = r63*E_z
V_half   : voltage giving a relative phase pi between the two eigenpolarizations
"""
import numpy as np
import mpmath as mp
from scipy.optimize import brentq

wavelength = 633e-9
n_o = 1.507
r63 = 10.6e-12
n_e = 1.467              # rough typical value, used only for tilted beams
length = 20e-3
k0 = 2 * np.pi / wavelength


def half_wave_formula(r):
    return wavelength / (2 * n_o**3 * r)


V_half = half_wave_formula(r63)

# --- Symmetry: average random tensors over the eight operations of -42m
S4 = np.array([[0., 1., 0.], [-1., 0., 0.], [0., 0., -1.]])
C2 = np.diag([1., -1., -1.])
group = [np.linalg.matrix_power(S4, a) @ np.linalg.matrix_power(C2, b)
         for a in range(4) for b in range(2)]
rng = np.random.default_rng(3)
t3 = rng.normal(size=(3, 3, 3))
t3 = t3 + t3.transpose(1, 0, 2)
t4 = rng.normal(size=(3, 3, 3, 3))
t4 = t4 + t4.transpose(1, 0, 2, 3)
lin = sum(np.einsum('ai,bj,ck,ijk->abc', g, g, g, t3) for g in group) / 8
quad = sum(np.einsum('ai,bj,ck,dl,ijkl->abcd', g, g, g, g, t4)
           for g in group) / 8
linear_z = lin[:, :, 2]
quadratic_z = quad[:, :, 2, 2]
only_xy = np.zeros((3, 3))
only_xy[0, 1] = only_xy[1, 0] = linear_z[0, 1]
assert abs(linear_z[0, 1]) > 1e-6
assert np.allclose(linear_z, only_xy, atol=1e-12)
assert abs(quadratic_z[0, 1]) < 1e-12
assert abs(quadratic_z[0, 0] - quadratic_z[1, 1]) < 1e-12


# --- Optics from the full tensor
def permittivity(field):
    eta = np.diag([1 / n_o**2, 1 / n_o**2, 1 / n_e**2])
    eta[0, 1] = eta[1, 0] = r63 * field
    return np.linalg.inv(eta)


def jones(field, thickness):
    """Jones matrix in the x, y frame; common phase k0*n_o*thickness removed."""
    values, vectors = np.linalg.eigh(permittivity(field)[:2, :2])
    phases = np.exp(1j * k0 * thickness * (np.sqrt(values) - n_o))
    return (vectors * phases) @ vectors.T


def cell(voltage, total_length, profile):
    """Stack of equal slices; profile holds relative fields with mean one."""
    matrix = np.eye(2, dtype=complex)
    for weight in profile:
        matrix = jones(weight * voltage / total_length,
                       total_length / len(profile)) @ matrix
    return matrix


def search_half_wave(total_length, profile):
    """Voltage at which light polarized along x leaves with no x component."""
    return brentq(lambda v: cell(v, total_length, profile)[0, 0].real,
                  1e3, 1.4e4, xtol=1e-6)


uniform = np.ones(1)
searched = {}
for trial_length in (5e-3, 20e-3, 50e-3):
    v = search_half_wave(trial_length, uniform)
    searched[trial_length] = v
    assert abs(v / V_half - 1) < 1e-6
    assert abs(abs(cell(v, trial_length, uniform)[1, 0])**2 - 1) < 1e-6

# Field weaker in the middle of the crystal than at its ends
s = (np.arange(100) + 0.5) / 100
dipped = 0.5 + 6 * (s - 0.5)**2
dipped = dipped / dipped.mean()
V_dipped = search_half_wave(length, dipped)
assert abs(V_dipped / V_half - 1) < 1e-6

transmissions = []
for fraction in (0.25, 0.5, 0.75, 1.0):
    T = abs(cell(fraction * V_half, length, uniform)[1, 0])**2
    assert abs(T - np.sin(np.pi * fraction / 2)**2) < 1e-6
    transmissions.append((fraction, T))

# --- Error of the linear index formula, in high precision
field = V_half / length
mp.mp.dps = 40
a, x = 1 / mp.mpf(n_o)**2, mp.mpf(r63) * mp.mpf(field)
n_low, n_high = 1 / mp.sqrt(a + x), 1 / mp.sqrt(a - x)
linear_error = float((n_high - n_low) / (mp.mpf(n_o)**3 * x) - 1)
u = n_o**2 * r63 * field
assert abs(linear_error / (5 * u**2 / 8) - 1) < 1e-6


# --- Tilted beam: Maxwell eigenproblem at fixed tangential wave number
def tilted_retardation(voltage, total_length, theta, azimuth):
    c, d = np.cos(azimuth), np.sin(azimuth)
    R = np.array([[c, d, 0], [-d, c, 0], [0, 0, 1]])
    eps = R @ permittivity(voltage / total_length) @ R.T
    q = n_o * np.sin(theta)
    columns = []
    for Ex, Ey, Hx, Hy in np.eye(4):
        Ez = -(q * Hy + eps[2, 0] * Ex + eps[2, 1] * Ey) / eps[2, 2]
        Dx, Dy, _ = eps @ np.array([Ex, Ey, Ez])
        columns.append([Hy + q * Ez, -Hx, q * q * Ey - Dy, Dx])
    kz = np.sort(np.linalg.eigvals(np.array(columns).T).real)
    return k0 * total_length * (kz[3] - kz[2])


theta = 2e-3
b = n_o**3 / 2 * (1 / n_e**2 - 1 / n_o**2)
tilt_rows = []
for trial_length in (20e-3, 40e-3):
    predicted = k0 * trial_length * b * theta**2 / np.pi
    shifts = []
    for azimuth, sign in ((np.pi / 4, -1), (-np.pi / 4, 1)):
        v = brentq(lambda w: tilted_retardation(w, trial_length, theta,
                                                azimuth) - np.pi,
                   0.5 * V_half, 1.5 * V_half, xtol=1e-6)
        shift = v / V_half - 1
        assert abs(shift / (sign * predicted) - 1) < 1e-3
        shifts.append(shift)
    tilt_rows.append((trial_length, shifts))

# --- Sizes of neglected effects, from rough typical values
r63_clamped = 9e-12
sound_speed, aperture = 1.6e3, 10e-3
T_room, T_curie = 295.0, 122.0
air_breakdown = 3e6
V_clamped = half_wave_formula(r63_clamped)
V_warm = V_half * (T_room + 10 - T_curie) / (T_room - T_curie)
reflection = ((n_o - 1) / (n_o + 1))**2

print(f"wavelength = {wavelength*1e9:.0f} nm")
print(f"ordinary index n_o = {n_o:.3f}")
print(f"r63 = {r63*1e12:.1f} pm/V")
print(f"n_o^3 = {n_o**3:.4f}")
print(f"n_o^3 r63 = {n_o**3*r63*1e12:.2f} pm/V")
print(f"half-wave voltage, formula = {V_half/1e3:.3f} kV")
print(f"quarter-wave voltage = {V_half/2e3:.3f} kV")
print(f"half-wave voltage if r63 = 10.65 pm/V: "
      f"{half_wave_formula(10.65e-12)/1e3:.2f} kV")
print(f"half-wave voltage if r63 = 10.55 pm/V: "
      f"{half_wave_formula(10.55e-12)/1e3:.2f} kV")
for trial_length, v in searched.items():
    print(f"root search, length {trial_length*1e3:.0f} mm: {v/1e3:.3f} kV, "
          f"field {v/trial_length/1e5:.2f} kV/cm")
print(f"non-uniform field, end/middle field ratio = "
      f"{dipped[0]/dipped[50]:.2f}")
print(f"root search, non-uniform field, 20 mm: {V_dipped/1e3:.3f} kV")
for fraction, T in transmissions:
    print(f"transmission at {fraction:.2f} V_half = {T:.4f}")
print(f"example length = {length*1e3:.0f} mm")
print(f"r63*E at V_half = {r63*field:.3e}")
print(f"lower index at V_half = {float(n_low):.7f}")
print(f"higher index at V_half = {float(n_high):.7f}")
print(f"index difference at V_half = {float(n_high-n_low):.4e}")
print(f"relative error of linear index formula = {linear_error:.1e}")
print(f"rough extraordinary index n_e = {n_e:.3f}")
print(f"tilt coefficient b = {b:.4f}")
print(f"tilt inside crystal = {theta*1e3:.1f} mrad")
for trial_length, shifts in tilt_rows:
    print(f"V_half shift by tilt, {trial_length*1e3:.0f} mm: "
          f"{shifts[0]*100:+.2f} % and {shifts[1]*100:+.2f} %")
print(f"rough clamped r63 = {r63_clamped*1e12:.0f} pm/V")
print(f"half-wave voltage with clamped r63 = {V_clamped/1e3:.1f} kV")
print(f"rough shear sound speed = {sound_speed/1e3:.1f} km/s")
print(f"aperture = {aperture*1e3:.0f} mm")
print(f"acoustic transit time = {aperture/sound_speed*1e6:.0f} us")
print(f"temperature = {T_room:.0f} K, rough Curie temperature = "
      f"{T_curie:.0f} K")
print(f"V_half drift = {100/(T_room-T_curie):.2f} %/K")
print(f"half-wave voltage 10 K warmer = {V_warm/1e3:.2f} kV")
print(f"rough air breakdown field = {air_breakdown/1e5:.0f} kV/cm")
print(f"length at which V_half reaches that field = "
      f"{V_half/air_breakdown*1e3:.1f} mm")
print(f"reflection per uncoated face = {reflection*100:.1f} %")
print("all good")
```

Output:

```
wavelength = 633 nm
ordinary index n_o = 1.507
r63 = 10.6 pm/V
n_o^3 = 3.4225
n_o^3 r63 = 36.28 pm/V
half-wave voltage, formula = 8.724 kV
quarter-wave voltage = 4.362 kV
half-wave voltage if r63 = 10.65 pm/V: 8.68 kV
half-wave voltage if r63 = 10.55 pm/V: 8.77 kV
root search, length 5 mm: 8.724 kV, field 17.45 kV/cm
root search, length 20 mm: 8.724 kV, field 4.36 kV/cm
root search, length 50 mm: 8.724 kV, field 1.74 kV/cm
non-uniform field, end/middle field ratio = 3.94
root search, non-uniform field, 20 mm: 8.724 kV
transmission at 0.25 V_half = 0.1464
transmission at 0.50 V_half = 0.5000
transmission at 0.75 V_half = 0.8536
transmission at 1.00 V_half = 1.0000
example length = 20 mm
r63*E at V_half = 4.624e-06
lower index at V_half = 1.5069921
higher index at V_half = 1.5070079
index difference at V_half = 1.5825e-05
relative error of linear index formula = 6.9e-11
rough extraordinary index n_e = 1.467
tilt coefficient b = 0.0417
tilt inside crystal = 2.0 mrad
V_half shift by tilt, 20 mm: -1.05 % and +1.05 %
V_half shift by tilt, 40 mm: -2.11 % and +2.11 %
rough clamped r63 = 9 pm/V
half-wave voltage with clamped r63 = 10.3 kV
rough shear sound speed = 1.6 km/s
aperture = 10 mm
acoustic transit time = 6 us
temperature = 295 K, rough Curie temperature = 122 K
V_half drift = 0.58 %/K
half-wave voltage 10 K warmer = 9.23 kV
rough air breakdown field = 30 kV/cm
length at which V_half reaches that field = 2.9 mm
reflection per uncoated face = 4.1 %
all good
```
